\section*{A bound state split off a simple-cubic band by one site}

\section*{Problem}

An electron moves on an infinite simple-cubic lattice with lattice constant $a$. The hopping matrix element between nearest neighbours is $-t$, with $t>0$. With $\mathbf k$ in units of $1/a$, the band is
\begin{equation}
\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y+\cos k_z),\qquad -6t\le\varepsilon\le 6t .
\end{equation}
A defect raises the energy of site $0$ by $U>0$. This ``on-site repulsion'' acts on a single electron; the repulsion between two electrons is the subject of Variation 2.

\begin{enumerate}
\item[(a)] Find the condition on $U$ for a normalizable state above the band.
\item[(b)] Evaluate the threshold $U_c$ in units of $t$.
\item[(c)] Find how the level and its weight on the defect behave just above threshold. Then take $t=0.25$ eV, $a=0.40$ nm and $U=1.25$ eV.
\item[(d)] A periodic supercell with one defect shows a level above $6t$. Does this prove that the defect binds a state?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The perturbation acts on one site, so the Schr\"odinger equation reduces to one equation for the amplitude there.
\item Write $1/A=\int_0^\infty e^{-As}\,ds$. The three momentum integrals then separate.
\item Just above the band top, the momentum integral differs from its value at the top mainly through momenta close to the top.
\item In a supercell, separate the term of the momentum sum that belongs to the band top.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The condition for binding}

Let $H_0$ be the perfect lattice and $\psi_0$ the amplitude on the defect. Then $(E-H_0)|\psi\rangle=U\psi_0|0\rangle$. For $E>6t$ the operator $E-H_0$ can be inverted:
\begin{equation}
|\psi\rangle=U\psi_0\,(E-H_0)^{-1}|0\rangle .
\label{psi}
\end{equation}
If $\psi_0$ vanished, so would the whole state. Projecting on site $0$ and dividing by $\psi_0$ gives
\begin{equation}
1=U\,G(E),\qquad G(E)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{E-\varepsilon(\mathbf k)} .
\label{cond}
\end{equation}
Since $G'(E)=-\int\frac{d^3k}{(2\pi)^3}(E-\varepsilon)^{-2}<0$, $G$ falls steadily from $G(6t)$ to zero. There is one root if $U\,G(6t)>1$ and none otherwise.

The edge value is finite. The band top lies at $(\pi,\pi,\pi)$. With $\mathbf q$ measured from there,
\begin{equation}
D(\mathbf q)\equiv 6t-\varepsilon=2t\sum_i(1-\cos q_i)\approx tq^2 ,
\end{equation}
and the volume element $4\pi q^2dq$ cancels the singularity of $1/D$. In one or two dimensions it does not, $G$ diverges at the edge, and every $U>0$ binds. Here
\begin{equation}
U_c=\frac{1}{G(6t)}=\frac{2t}{W},\qquad
W=\int\!\frac{d^3q}{(2\pi)^3}\frac{1}{3-\cos q_x-\cos q_y-\cos q_z},
\end{equation}
where $W$ is the Watson integral.

The condition is $U>U_c$, without equality. A state at $E=6t$ would have momentum amplitude proportional to $1/D$, and its norm would contain $\int q^2dq/q^4$, which diverges at small $q$. Thus $U_c$ is the limiting value, not itself a binding strength.

\subsection*{(b) The number}

Apply Hint 2 to $1/D$ and set $x=ts$. Each angular integral is a modified Bessel function:
\begin{equation}
I_0(2x)=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,e^{2x\cos q}=\sum_{m=0}^{\infty}\frac{x^{2m}}{(m!)^2},
\end{equation}
so that
\begin{equation}
tG(6t)=\int_0^\infty\!dx\,\bigl[e^{-2x}I_0(2x)\bigr]^3 .
\end{equation}
The substitution $x=y^2$ turns the integrand into $f(y)=2y\,[e^{-2y^2}I_0(2y^2)]^3$. For example, at $y=0.5$ the series gives $I_0(0.5)=1.06348$, and $f=(0.60653\times1.06348)^3=0.2684$.

Use Simpson's rule on $0\le y\le2$ with step $0.125$. The 17 values of $f$, from $y=0$ upward, are $0$, $0.22779$, $0.34769$, $0.34219$, $0.26838$, $0.18652$, $0.12414$, $0.08362$, $0.05873$, $0.04335$, $0.03346$, $0.02675$, $0.02197$, $0.01841$, $0.01568$, $0.01353$ and $0.01180$. The two end values add to $0.01180$, the odd-numbered points to $0.94216$ and the even-numbered interior points to $0.87005$:
\begin{equation}
\tfrac{0.125}{3}\bigl[0.01180+4(0.94216)+2(0.87005)\bigr]=0.23002 .
\end{equation}

The rest, $x>4$, needs $I_0$ at large argument. With $u=1-\cos\theta$,
\begin{align}
e^{-z}I_0(z)&=\frac1\pi\int_0^2\!\frac{du\,e^{-zu}}{\sqrt{2u}\,\sqrt{1-u/2}}
\approx\frac1\pi\int_0^\infty\!\frac{du\,e^{-zu}}{\sqrt{2u}}\Bigl(1+\frac u4+\frac{3u^2}{32}\Bigr)\nonumber\\
&=\frac{1}{\sqrt{2\pi z}}\Bigl(1+\frac{1}{8z}+\frac{9}{128z^2}\Bigr).
\end{align}
Put $z=2x$, cube, and keep terms through $x^{-2}$ in the bracket:
\begin{equation}
\bigl[e^{-2x}I_0(2x)\bigr]^3\approx(4\pi x)^{-3/2}\Bigl(1+\frac{3}{16x}+\frac{33}{512x^2}\Bigr).
\end{equation}
Integration from $X$ to infinity gives
\begin{equation}
\frac{2}{(4\pi)^{3/2}\sqrt X}\Bigl(1+\frac1{16X}+\frac{33}{2560X^2}\Bigr)=0.02282\quad(X=4).
\end{equation}
The sum is $0.2528$, hence $U_c\approx3.955\,t$. Finer quadrature gives $tG(6t)=0.252731$, $W=0.505462$ and
\begin{equation}
U_c=3.957\,t\approx3.96\,t .
\end{equation}

An open cluster of the same lattice, with the defect at its centre, bounds this from above. Any cluster state, extended by zero, is a trial state of the infinite lattice with the same mean energy. If that energy exceeds $6t$, the infinite lattice has a level above its band. Clusters of $7^3$, $15^3$, $31^3$ and $63^3$ sites have thresholds $4.25t$, $4.10t$, $4.03t$ and $3.99t$, descending towards $U_c$.

\subsection*{(c) The level above threshold}

Let $\delta=E-6t$ and $p=\sqrt{\delta/t}$. For small $\delta$ the following difference comes from small $q$, where $D\approx tq^2$:
\begin{align}
G(6t)-G(6t+\delta)&=\int\!\frac{d^3q}{(2\pi)^3}\frac{\delta}{D(D+\delta)}\nonumber\\
&\approx\frac{p^2}{2\pi^2t}\int_0^\infty\!\frac{dq}{q^2+p^2}=\frac{p}{4\pi t}.
\label{edge}
\end{align}
By (\ref{cond}) the left side is $1/U_c-1/U$. To leading order,
\begin{equation}
\delta\approx tp^2,\qquad p=4\pi t\Bigl(\frac1{U_c}-\frac1U\Bigr).
\label{law}
\end{equation}
The level leaves the band quadratically in $U-U_c$. Normalizing (\ref{psi}) gives $1=U^2|\psi_0|^2(-G')$, and differentiating (\ref{edge}) gives $-G'\approx1/(8\pi t^2p)$. Therefore
\begin{equation}
|\psi_0|^2=\frac{1}{U^2(-G')}\approx\frac{8\pi t^2p}{U^2},
\end{equation}
which vanishes at threshold as the state spreads out. At $U=1.002\,U_c$ the law for $\delta$ is $0.2\%$ above the solved value.

For the example, $U=5t$ and $U_c=0.989$ eV. Equation (\ref{law}) gives $p=4\pi(0.25273-0.20000)=0.663$ and $\delta\approx0.110$ eV. Solving (\ref{cond}) itself, with the extra factor $e^{-x\delta/t}$ in the Bessel integral, gives $\delta=0.4008\,t=0.100$ eV. The leading law is about $10\%$ too high. The weight on the defect is $0.61$.

For the decay along $x$, integrate over $q_x$ first:
\begin{equation}
\int_{-\pi}^{\pi}\!\frac{dq_x}{2\pi}\frac{e^{iq_xn}}{2t(\cosh\kappa-\cos q_x)}=\frac{e^{-\kappa|n|}}{2t\sinh\kappa},
\end{equation}
with $2t(\cosh\kappa-1)=\delta+2t(2-\cos q_y-\cos q_z)$. At large $n$ the smallest $\kappa$ dominates, which is the one at $q_y=q_z=0$. Thus $\cosh\kappa=1+0.4008/2$, $\kappa=0.623$. The remaining integral over $q_y$ and $q_z$ adds a factor $1/n$, and measuring $\mathbf q$ from $(\pi,\pi,\pi)$ gives the site amplitude a sign $(-1)^n$. Its magnitude falls as $e^{-\kappa n}/n$ at large $n$, with decay length $a/\kappa=0.64$ nm in the exponential.

\subsection*{(d) What a supercell shows}

In a periodic cell of $N=L^3$ sites, the integral in (\ref{cond}) becomes a sum. For even $L$ the sum contains the band top:
\begin{equation}
\frac1U=\frac1{N\delta}+\frac1N\sum_{\mathbf q\ne0}\frac{1}{\delta+D(\mathbf q)} .
\end{equation}
The right side falls from infinity to zero as $\delta$ grows, so a level lies above $6t$ for every $U>0$. The answer to (d) is no. For odd $L$ the sum misses the band top and this false level is absent: at $L=9$, for example, a level passes $6t$ only for $U>4.22t$, which is above $U_c$.

Below threshold $\delta$ is small in a large cell and may be dropped from the sum. Calling the remaining sum $g_L$,
\begin{equation}
\delta\approx\frac1N\,\frac{U}{1-Ug_L},\qquad
|\psi_0|^2=\frac{d\delta}{dU}\approx\frac{1}{N(1-Ug_L)^2}.
\end{equation}
The second relation uses the fact that $dE/dU$ is the mean occupation of the defect site. For $U=0.625$ eV $=2.5t$, the level falls from $2.77$ to $0.87$ to $0.38$ meV at $L=8,12,16$. Meanwhile $N|\psi_0|^2$ is $5.1$, $5.8$ and $6.1$, rising towards $(1-2.5\times0.2527)^{-2}\approx7.4$. The state is extended.

At $U=1.25$ eV the levels are $102.01$, $100.29$ and $100.20$ meV, and the weight settles near $0.61$. The error comes from the periodic images: the cell's Green function is $G(E)+\sum_{\mathbf R\ne0}G(\mathbf R;E)$, so to first order
\begin{equation}
\Delta E\approx\frac{\sum_{\mathbf R\ne0}G(\mathbf R;E)}{-G'(E)} .
\end{equation}
At $L=12$, the three nearest shells of images give $0.092$ meV, as does direct diagonalization. This error decays exponentially with $L$, whereas the spurious level falls as $1/N$. Equation (\ref{cond}) embeds the defect in the infinite host and has no image error.

\subsection*{Range of validity}

The parameters are round model values and represent no particular material. The model has a single band; in a solid where another band covers the energy of the level, the bound state can become a resonance. At fixed $t$, add second-neighbour hopping $-t'$. The depth below the band top becomes $D-4t'\sum_{i<j}(1-\cos q_i\cos q_j)$. Positive $t'$ lowers it, which raises $G$ and lowers the threshold. For $t'=\pm0.05t$ the thresholds are $3.35t$ and $4.54t$, a change of about $15\%$.

A charged defect breaks the model more severely. Take a repulsive Coulomb tail with dielectric constant $10$, worth $0.36$ eV at distance $a$, and no shift of the central site. In a cluster of $31^3$ sites the tail alone puts a level $0.099$ eV above the band top. By the trial-state argument of part (b), the infinite lattice then has such a level too. The threshold found here therefore belongs to a neutral, short-range defect.

\section*{Variation 1: the neighbours change too}

\emph{Find the threshold if the six neighbours are shifted by $0.1U$, or if instead the six defect bonds are weakened by $10\%$.}

Let $|s\rangle=6^{-1/2}\sum_j|j\rangle$ over the neighbours, so $H_0|0\rangle=-\sqrt6\,t|s\rangle$. From $(E-H_0)\hat G=1$,
\begin{equation}
G_{0s}=\frac{1-EG}{\sqrt6\,t},\qquad
G_{ss}=\frac{\langle0|H_0\hat GH_0|0\rangle}{6t^2}=\frac{E^2G-E}{6t^2}.
\end{equation}
The second result uses $H_0\hat GH_0=E^2\hat G-E-H_0$ and $\langle0|H_0|0\rangle=0$. At $E=6t$, $tG_{0s}=-0.2108$ and $tG_{ss}=0.5164$. The threshold is the smallest $U$ with $\det(1-V\hat G)=0$.

For shifted neighbours, $V=\mathrm{diag}(U,0.1U)$. With $v=U/t$,
\begin{equation}
1-0.30437\,v+0.0086064\,v^2=0\;\Rightarrow\; U=3.67\,t .
\end{equation}
Other combinations of the neighbours do not bind earlier. Their edge Green functions are positive and sum to $(6\times0.25273-0.5164)/t=1.00/t$, so they need $0.1U\ge1.00t$.

For weakened bonds, $V_{00}=U$, $V_{0s}=c=0.1\sqrt6\,t$ and $V_{ss}=0$. Expanding the determinant gives
\begin{equation}
U=\frac{(1-cG_{0s})^2-c^2GG_{ss}}{G}=\frac{1.1059-0.0078}{0.25273}\,t=4.345\,t .
\end{equation}

\section*{Variation 2: two electrons that repel}

\emph{On a perfect lattice, two electrons of opposite spin repel with energy $U_H$ when on the same site. When is there a bound pair above the continuum at zero total momentum?}

The pair has momenta $\mathbf k,-\mathbf k$ and kinetic energy $2\varepsilon(\mathbf k)$. Its amplitude $\phi$ obeys $(E-2\varepsilon)\phi(\mathbf k)=U_H\int\frac{d^3k'}{(2\pi)^3}\phi(\mathbf k')$. Dividing by $E-2\varepsilon$ and integrating gives
\begin{equation}
1=U_H\int\!\frac{d^3k}{(2\pi)^3}\frac{1}{E-2\varepsilon(\mathbf k)} .
\end{equation}
At the continuum top $E=12t$ the integral is $G(6t)/2$. The threshold is therefore $2U_c=7.91\,t$, twice that of the fixed defect, because both particles move.

\section*{Values computed for the example and the checks}
\begin{verbatim}
THRESHOLD
Watson integral W = 0.505462
t G(6t), Bessel integral = 0.252731
t G(6t), zone sum = 0.252732
t G(6t), open clusters extrapolated = 0.252734
U_c = 3.9568 t
open cluster of 7^3 sites: threshold 4.2534 t
open cluster of 15^3 sites: threshold 4.0982 t
open cluster of 31^3 sites: threshold 4.0261 t
open cluster of 63^3 sites: threshold 3.9911 t
HAND EVALUATION: 2y[exp(-2y^2)I0(2y^2)]^3, y = 0 to 2, step 0.125
0.00000 0.22779 0.34769 0.34219 0.26838 0.18652
0.12414 0.08362 0.05873 0.04335 0.03346 0.02675
0.02197 0.01841 0.01568 0.01353 0.01180
Simpson part = 0.23003, tail = 0.02282
sum = 0.25284, U_c from it = 3.9550 t
JUST ABOVE THRESHOLD, U = 1.002 U_c
delta: solved 4.0107e-05 t, law 4.0185e-05 t
defect weight: solved 0.01011, law 0.01014
EXAMPLE
t = 0.25 eV, a = 0.40 nm, U = 1.25 eV = 5.0 t
band top = 1.50 eV, U_c = 0.9892 eV
level above band top = 0.10020 eV = 0.40079 t
near-threshold law would give 0.10977 eV
defect weight = 0.6086
kappa = 0.6230, decay length = 0.642 nm
SUPERCELLS, level above band top and defect weight
U = 1.25 eV, L = 8: 102.0094 meV, 0.58713
U = 1.25 eV, L = 12: 100.2897 meV, 0.60682
U = 1.25 eV, L = 16: 100.2032 meV, 0.60844
L = 12 error: direct 0.09200 meV, images 0.09225 meV
U = 0.625 eV, L = 8: 2.7674 meV, 0.009980, N*weight 5.110
U = 0.625 eV, L = 12: 0.8687 meV, 0.003329, N*weight 5.753
U = 0.625 eV, L = 16: 0.3776 meV, 0.001493, N*weight 6.113
NEGLECTED EFFECTS, threshold in t
second-neighbour hopping +0.05 t: 3.354
second-neighbour hopping -0.05 t: 4.543
neighbour sites shifted by 0.1 U: 3.665
defect bonds weakened by 10 %: 4.345
two-electron Hubbard threshold, K = 0: 7.914
thermal energy at 300 K = 0.02585 eV
Coulomb tail, dielectric constant 10: 0.3600 eV at distance a
level from the tail alone = 0.09857 eV above top
\end{verbatim}
